# Streamer Inception at a Coaxial Wire: Bisection and Exponent Sensitivity

## A law that can be integrated by hand

A wire of radius $a$ lies on the axis of a cylinder of radius $b$, with air between them and a voltage of magnitude $V$ across the gap. As long as space charge is negligible, the field magnitude is

$$E(r)=\frac{C}{r},\qquad C=\frac{V}{L},\qquad L=\ln\frac ba .$$

Let $\alpha(E)$ be the net ionization coefficient, ionization minus attachment, per unit length of electron drift. It rises with $E$ and vanishes at the critical field $E_c$. The inception criterion asks that an avalanche grow by a factor $e^K$, where $K$ is a chosen number. Two choices, 10 and 18, are compared below.

Take first the simple law $\alpha=k(E^2-E_c^2)$. The field falls to $E_c$ at $r_0=C/E_c$. Suppose $r_0<b$, and write $E_s=C/a$ for the field at the wire. Integrating over the layer where $\alpha>0$,

$$I=k\int_a^{r_0}\left(\frac{C^2}{r^2}-E_c^2\right)dr
= k\left[\frac{C^2}{a}-\frac{C^2}{r_0}-E_c^2(r_0-a)\right].$$

With $C=aE_s$ and $r_0=aE_s/E_c$, the terms are $aE_s^2$, $aE_sE_c$, $aE_sE_c$ and $aE_c^2$, so

$$I=ka\,(E_s^2-2E_sE_c+E_c^2)=ka\,(E_s-E_c)^2 .$$

Setting $I=K$ gives

$$E_s=E_c+\sqrt{\frac{K}{ka}} .$$

A thin wire needs a higher surface field because its field decays over a shorter distance. A larger $K$ raises only the second term, so the choice of $K$ changes the surface field most for thin wires.

The square hides a trap. The equation $I=K$ has a second root, $E_s=E_c-\sqrt{K/(ka)}$. For $k=10^{-7}$ cm/V², $E_c=25$ kV/cm, $a=1$ cm and $K=10$, the square root is 10 kV/cm, and the roots are 35 and 15 kV/cm. At 15 kV/cm no point of the gap ionizes. There $r_0<a$, and a negative integrand taken over a reversed interval gives a positive number. A root search must exclude this region.

## Where the integral must stop

For a general $\alpha(E)$, the naive scheme integrates from the wire to the cylinder and raises $V$ until the result is $K$. What goes wrong is clearest from the electron number. For a positive wire, electrons drift inward, so $dn/dr=-\alpha n$. One electron born at radius $r_b$ produces at the wire

$$n(a)=\exp G(r_b),\qquad G(r_b)=\int_a^{r_b}\alpha(E(r))\,dr .$$

Since $dG/dr_b=\alpha(E(r_b))$ is positive inside $r_0$ and negative outside it, $G$ is largest at $r_b=r_0$. An electron born farther out risks attachment before it reaches the ionizing layer; one born closer in misses part of the growth. Integrating to $b$ describes a seed born at the cylinder, which is the wrong seed when others can appear at $r_0$. For a negative wire, the avalanche starts at the wire and is largest at $r_0$, with the same exponent.

The size of the error needs a model of air. I use

$$\alpha=p\left(A\,e^{-Bp/E}-h\right),$$

with $A=7$ /(cm Torr), $B=230$ V/(cm Torr) and $h=0.008$ /(cm Torr), at $p=760$ Torr and 293 K. These are rough round values for dry air. Setting $\alpha=0$ gives $e^{-Bp/E_c}=h/A$, hence

$$E_c=\frac{Bp}{\ln(A/h)}=\frac{174.8\ \text{kV/cm}}{\ln 875}=25.8\ \text{kV/cm}.$$

The wire has radius 1 mm and the cylinder 50 mm. At the voltage where the integral to $r_0$ is 10, the integral to the cylinder is $-18.7$: attachment in the outer gap outweighs all the growth near the wire. At that voltage, the growth equation gives about 22000 electrons for a seed at $r_0$, against about 15900 and 19300 for seeds at $0.8r_0$ and $1.2r_0$.

If the gap is so narrow that $r_0>b$, the gas ends before the coefficient vanishes. The upper limit is therefore

$$r_{\rm end}=\min(r_0,b),\qquad I(V)=\int_a^{r_{\rm end}}\alpha\!\left(\frac{V}{rL}\right)dr .$$

One could instead integrate $\max(\alpha,0)$ over the whole gap. The value is the same, but the integrand has a corner at $r_0$. Stopping at $r_0$ leaves a smooth integrand, which suits Gauss–Legendre quadrature.

For this model the quadrature can be judged against a closed form. Since $E=C/r$, the ionization term is a plain exponential in $r$. For $r_0<b$,

$$I=\int_a^{r_0}\left(pA\,e^{-Bpr/C}-hp\right)dr
=\frac{AC}{B}\left(e^{-Bpa/C}-e^{-Bpr_0/C}\right)-hp(r_0-a).$$

At the upper limit $Bpr_0/C=Bp/E_c$, so the second exponential is $h/A$. With $C=aE_s$,

$$I=aE_s\frac AB\left(e^{-Bp/E_s}-\frac hA\right)-hp\,(r_0-a).$$

At the inception voltage for $K=10$, the absolute error of the integral is $-2.2\times10^{-4}$ with four nodes and $-3.6\times10^{-13}$ with eight.

## Why bisection is safe

Differentiate $I$ with respect to $\ln V$. The field at fixed $r$ is proportional to $V$, so the integrand contributes $E\alpha'(E)$. The moving limit contributes nothing: if $r_{\rm end}=r_0$, the integrand vanishes there, and if $r_{\rm end}=b$, the limit does not move. Thus

$$V\frac{dI}{dV}=\int_a^{r_{\rm end}}E\,\alpha'(E)\,dr>0$$

once an ionizing layer exists. The voltage $V_{\min}=E_c\,aL$ puts the wire at the critical field, where $I=0$. Starting there excludes any false root. Above it there is exactly one true root, provided the gap is wide enough for $I$ to reach $K$. In the air model $\alpha$ stays below $p(A-h)$, so a gap narrower than $K/[p(A-h)]$, or 19 µm for $K=10$, has no root, and the doubling in step 2 would never end. The scheme is:

1. Bisect on field to find $E_c$, where $\alpha$ changes sign.
2. Set the lower voltage to $V_{\min}$ and double an upper voltage until $I\geq K$.
3. At the midpoint voltage, find $r_{\rm end}$ and integrate. Replace the lower end if $I<K$, otherwise the upper end.
4. Stop when the bracket is narrow enough.

Each trial halves the bracket, so the remaining cost is known once the first bracket is found. For $K=10$ the first bracket is 10.09 to 40.38 kV. The first trial, 25.24 kV, gives $I=11.93$ and becomes the upper end. The next, 17.67 kV, gives 2.25 and becomes the lower end. After 21 halvings the bracket is narrower than $10^{-6}$ of the voltage, far finer than the model of air deserves.

The result is $V_{10}=24.1$ kV, with $E_s=61.7$ kV/cm and $r_0=2.39$ mm. The closed form confirms it:

$$\begin{aligned}
aE_s&=0.1\times61720=6172\ \text{V},\\
e^{-174.8/61.72}-h/A&=0.058886-0.001143\approx0.0577,\\
I&=6172\times\frac{7}{230}\times0.0577-6.08\times0.139\\
&\approx10.8-0.8=10.0 .
\end{aligned}$$

The scheme was also tested on the quadratic law, with $k=10^{-7}$ cm/V², $E_c=25$ kV/cm, $K=10$, $b=50$ mm and wire radii of 0.1, 1 and 10 mm. The wire fields agreed with the hand formula within a relative $10^{-10}$.

## What a change of exponent costs

Running the bisection twice gives two voltages but does not show what controls their difference. For that, remove $V$ from the integrand by writing $r=Vs$:

$$I=V\int_{a/V}^{r_{\rm end}/V}\alpha\!\left(\frac{1}{sL}\right)ds .$$

The prefactor contributes $I/V$ to $dI/dV$. The lower limit has derivative $-a/V^2$; with the minus sign of a lower limit and the prefactor $V$, it contributes $+a\alpha(E_s)/V$. At the upper limit there are two cases. If $r_{\rm end}=r_0$, then $r_0/V$ is constant and the contribution is zero. If $r_{\rm end}=b$, the derivative $-b/V^2$ gives $-b\,\alpha(E(b))/V$. Both cases are contained in

$$V\frac{dI}{dV}=I+a\,\alpha(E_s)-r_{\rm end}\,\alpha(E(r_{\rm end})),$$

because $\alpha$ vanishes at $r_0$. Along the inception curve $I=K$, so

$$\frac{d\ln V}{dK}=\frac{1}{K+a\,\alpha(E_s)-r_{\rm end}\,\alpha(E(r_{\rm end}))}.$$

The quadratic law shows the formula at work. There $K+a\alpha(E_s)=ka(E_s-E_c)^2+ka(E_s^2-E_c^2)=2kaE_s(E_s-E_c)$. Differentiating $K=ka(E_s-E_c)^2$ directly gives $dE_s/dK=1/[2ka(E_s-E_c)]$, which is the same result after division by $E_s$.

For the air example at $K=10$, $\alpha(E_s)=307$ /cm and $a\alpha(E_s)=30.7$. Hence $d\ln V/dK=1/40.7$, or 2.46% per unit of $K$. At $K=18$ the wire field is 72.0 kV/cm, $a\alpha(E_s)=46.3$, and the sensitivity has fallen to 1.55%. Because it changes along the way, the finite ratio needs an integral:

$$\ln\frac{V_{18}}{V_{10}}=\int_{10}^{18}\frac{dK}{K+a\,\alpha(E_s(K))}\qquad(r_0<b).$$

Direct bisection gives $V_{18}=28.2$ kV, a rise of 4.0 kV and a ratio of 1.167. Integrating the sensitivity from $V_{10}$ reproduces $V_{18}$ within a relative $10^{-7}$. The value at $K=14$ alone, multiplied by the interval 8, estimates the logarithm of the ratio; its exponential is 1.163, good enough for a quick estimate. So an 80% increase in exponent becomes a 17% increase in voltage.

The cylinder radius has dropped out of the integral. It enters $V=aE_sL$ through $L$, which cancels in the ratio as long as $r_0<b$ for both exponents.

## Thin wires, thick wires and narrow gaps

With the cylinder held at 50 mm and the air unchanged, the wire radius has this effect:

| $a$ (mm) | $V_{10}$ (kV) | $V_{18}$ (kV) | $V_{18}/V_{10}$ |
|---:|---:|---:|---:|
| 0.1 | 8.07 | 10.5 | 1.31 |
| 1 | 24.1 | 28.2 | 1.17 |
| 10 | 63.8 | 69.9 | 1.10 |

In the thin-wire limit of the air model, $\alpha$ cannot exceed $pA$, so $a\alpha(E_s)\to0$ as $a\to0$. Then $d\ln V/d\ln K\to1$ and the ratio tends to 1.8. The quadratic law does not saturate; there $E_s\to\sqrt{K/(ka)}$ and the ratio tends to $\sqrt{1.8}=1.34$. The extreme limit thus depends on the high-field form of $\alpha$. In the air model it also lies outside the range where a local coefficient makes sense, since the ionization length $1/\alpha$ eventually exceeds the wire radius.

For a thick wire with $r_0$ still below $b$, $E_s$ approaches $E_c$. Put $\alpha\approx\alpha'_c(E-E_c)$, where $\alpha'_c$ is the slope at $E_c$, and use $dr=-C\,dE/E^2$ with $C=aE_s$. To leading order in $E_s-E_c$,

$$K\approx\frac{a\alpha'_c}{E_c}\int_{E_c}^{E_s}(E-E_c)\,dE
=\frac{a\alpha'_c}{2E_c}(E_s-E_c)^2 .$$

The excess field falls as $a^{-1/2}$ and the ratio tends to 1. The 10 mm wire has not reached this limit. In the air model $\alpha'_cE_c=hp\ln(A/h)=41.2$ /cm, so the estimate for $K=10$ is $E_s=25.8\,(1+\sqrt{20/41.2})=43.8$ kV/cm, against the computed 39.6 kV/cm.

A narrow gap makes the upper-limit term matter. For $a=10$ mm, $b=11$ mm and $K=10$, the voltage is 4.46 kV. The fields at the two electrodes are 46.8 and 42.6 kV/cm, so the whole gap ionizes. The model gives $a\alpha(E_s)\approx121$ and $b\,\alpha(E(b))\approx90$, hence a sensitivity of about $1/(10+121-90)=2.4\%$ per unit of $K$. Dropping the last term would give 0.8%. Finite differences of the bisected voltage agree with the full formula within a relative $10^{-5}$, both here and for the 1 mm wire.

## Which exponent describes space charge?

The criterion itself cannot choose between 10 and 18. An estimate of the avalanche's own field shows what they mean. For a positive wire, where the avalanche ends at the wire, treat the electrons as a Gaussian cloud with density proportional to $e^{-\rho^2/R^2}$, where $\rho$ is the distance from its centre. Diffusion during the drift time $\int dr/(\mu E)$ gives

$$R^2=4\frac D\mu\int_a^{r_0}\frac{dr}{E}
=4\frac D\mu\int_a^{r_0}\frac{r\,dr}{C}
=\frac{2D}{\mu C}(r_0^2-a^2).$$

Here $D$ is the diffusion coefficient and $\mu$ the mobility; I take $D/\mu=2$ V as a rough value. The fraction of charge within $\rho=xR$ is $g(x)=\operatorname{erf}x-2xe^{-x^2}/\sqrt\pi$, so Gauss's law gives the peak field

$$E_{\rm head}=\frac{e\,e^K}{4\pi\varepsilon_0R^2}\,\max_x\frac{g(x)}{x^2},$$

where the first $e$ is the elementary charge. The maximum is about 0.43, near $x=1$.

At $K=10$, $R=55$ µm and the head field is 0.04 kV/cm, or 0.07% of the wire field. At $K=18$, $R=61$ µm and the head field is 107 kV/cm, 1.5 times the wire field. The two fields are equal at $K=17.6$, or at 16.9 and 18.3 if $D/\mu$ is 1 and 4 V. In this estimate, 18 therefore lies near the point where a single avalanche distorts the applied field strongly. An exponent of 10 does not; it needs another justification, such as calibration to measured onset or feedback between successive avalanches.

The estimate is coarse. At $K=18$ the cloud radius exceeds the ionization length at the wire, $1/463$ cm or 22 µm, so the head is not a compact cloud growing uniformly. The positive ions left behind are not counted either. Most of them lie within about one ionization length of the electrons, so in free space they overlap the cloud and cancel part of its field: roughly half at $K=18$, which raises the exponent for equal fields by about 0.4 to 1 over this range of $D/\mu$. The peak that remains lies between the two charges and opposes the applied field. The metal of the wire is ignored as well, and this works the other way: the wire collects the electrons and carries the image of the ions. For $D/\mu=2$ V, with growth still taken in the undistorted field, the ions and their image oppose the applied field at the surface about ten times over at $K=18$ and equal it near $K=16$. The field on the outer side of the ions, which adds to the applied one, reaches it near $K=18$. At $K=10$ both stay below 0.5% of the applied field. For a negative wire the avalanche is largest at $r_0$, where the applied field is only $E_c$; with the ions again ignored, the two fields are then equal about one unit of $K$ below the values above. The converging field lines are also left out; for the positive wire at $K=18$ they stretch the cloud to about 130 µm radially and squeeze it to about 35 µm around the wire, leaving 61 µm only along the axis. The effect of the space charge on further growth is not followed.

## Reading the voltage for a real wire

A critical field near 25 kV/cm is reasonable for air at atmospheric pressure. The separate coefficients are less certain. Raising $A$ by 20% lowers $V_{10}$ by 4.7%; raising $h$ by 50% raises it by 1.0%. Raising $B$ by 5% raises it by 5.0%, because $\alpha$ depends on $E$ through $E/B$ and all fields scale together. In these three cases the ratio $V_{18}/V_{10}$ stays between 1.160 and 1.167. For this wire, each of these changes alone matters less than the choice between 10 and 18.

Gas density also matters. At fixed pressure, warming from 293 to 313 K lowers the density by 6.4% and $V_{10}$ by 4.9%. The ionization length at the wire for $K=10$ is 33 µm, 3.3% of the radius. What decides locality is the distance over which the electron energy adjusts to the field. For a positive wire, a coefficient lagging behind the field by 5 µm would raise $V_{10}$ by 0.4%, and one lagging by the full 33 µm by 2.5%, so a coefficient set by the local field is a fair approximation for this wire.

Real wires break the assumption of a smooth cylinder. If roughness raised the field by 10% throughout the ionizing layer, the inception voltage would fall by the factor $1/1.1$, or 9%. A small protrusion raises the field over a shorter distance and lowers the voltage less for the same peak enhancement. Humidity and photoionization are not included, and a seed electron is assumed to be available. The criterion gives inception near the wire; whether the discharge then crosses the gap depends on space charge and polarity, which this calculation does not follow. The numerical output gives the remaining digits and trial values.

## Computed values

```
pressure 760 Torr, temperature 293 K
A 7.0 /(cm Torr), B 230.0 V/(cm Torr), h 0.008 /(cm Torr)
wire radius 1.0 mm, cylinder radius 50 mm
critical field 25.804 kV/cm
first bracket 10.094 to 40.378 kV
  trial 25.236 kV: exponent 11.931
  trial 17.665 kV: exponent 2.251
  trial 21.451 kV: exponent 6.011
  trial 23.343 kV: exponent 8.698
  trial 24.290 kV: exponent 10.246
halvings to relative width 1e-6: 21
  quadrature error, 4 nodes: -2.2e-04
  quadrature error, 8 nodes: -3.6e-13
  quadrature error, 16 nodes: -5.3e-15
K=10: V 24.145 kV, wire field 61.72 kV/cm
  zero radius 2.392 mm, net coeff. at wire 307.2 /cm
  a*net 30.72, dlnV/dK 2.456 %
K=18: V 28.169 kV, wire field 72.01 kV/cm
  zero radius 2.790 mm, net coeff. at wire 463.4 /cm
  a*net 46.34, dlnV/dK 1.554 %
V18-V10 4.024 kV, V18/V10 1.1667
midpoint estimate of V18/V10 1.1632
electrons at wire, K=10, born at zero radius: 22026
  born at 0.8 and 1.2 of it: 15889, 19311
integral wrongly taken to cylinder at V10: -18.73
narrow gap 10 to 11 mm, K=10: 4.462 kV, dlnV/dK 2.411 %
wire radius mm | V10 kV | V18 kV | E10, E18 kV/cm | V18/V10
  0.1 | 8.072 | 10.535 | 129.88, 169.52 | 1.3052
  1.0 | 24.145 | 28.169 | 61.72, 72.01 | 1.1667
  10.0 | 63.770 | 69.930 | 39.62, 43.45 | 1.0966
changed input: shift of V10, new V18/V10
  A +20 %: -4.66 %, 1.1604
  B +5 %: +5.00 %, 1.1667
  h +50 %: +0.99 %, 1.1646
  T 313 K: -4.85 %, 1.1693
ionization length at wire, K=10: 32.6 um, 3.3 % of radius
K=10: head radius 55.3 um, own field 0.0444 kV/cm, own/wire 0.00072
K=18: head radius 61.4 um, own field 107 kV/cm, own/wire 1.5
own field = wire field at K 16.87 (D/mu 1 V)
own field = wire field at K 17.59 (D/mu 2 V)
own field = wire field at K 18.30 (D/mu 4 V)
voltage at that K for 2 V: 27.986 kV
```
